# The rVV10 parameter b damps the dispersion energy but leaves C6 unchanged: test program

```python
"""
Result under test: in the rVV10 nonlocal correlation functional the parameter b
damps the pair interaction at finite distance but is absent from its R^-6 tail,
so b = 6.3 and b = 15.7 give one C6 for a given density and a given C.

Symbols (hartree atomic units):
  n, slope   density and |grad n|/n
  omega      sqrt(C*slope^4 + 4*pi*n/3), local frequency
  k          (3*pi/2)*(n/(9*pi))^(1/6);  kappa = b*k
  E(D)       nonlocal interaction of two frozen C2H4 molecules stacked at D
  C6, C8     E = -C6/D^6 - C8/D^8 - ...,  C8 = G - b*S
"""
import numpy as np
from scipy.integrate import quad
from pyscf import gto, dft

C_STANDARD = 0.0093
B_RVV10, B_SCAN = 6.3, 15.7
B_VALUES = (B_RVV10, B_SCAN)


def local_omega(n, slope, c_par=C_STANDARD):
    return np.sqrt(c_par * slope**4 + 4 * np.pi * n / 3)


def local_k(n):
    return 1.5 * np.pi * (n / (9 * np.pi))**(1 / 6)


def rvv10_kernel(r2, w1, kappa1, w2, kappa2):
    z1 = (w1 / kappa1) * r2 + 1
    z2 = (w2 / kappa2) * r2 + 1
    return -1.5 * kappa1**-1.5 * (kappa2**-1.5 / (z1 * z2 * (z1 + z2)))


def vv10_kernel(r2, w1, kappa1, w2, kappa2):
    g1, g2 = w1 * r2 + kappa1, w2 * r2 + kappa2
    return -1.5 / (g1 * g2 * (g1 + g2))


def rvv10_tail(w1, k1, w2, k2):
    root1, root2 = np.sqrt(k1), np.sqrt(k2)
    return 1.5 / (w1 * w2 * (w1 * root2 / root1 + w2 * root1 / root2))


def vv10_tail(w1, k1, w2, k2):
    return 1.5 / (w1 * w2 * (w1 + w2))


def damping_slope(w1, k1, w2, k2):
    return k1 / w1 + k2 / w2 + 2 / (w1 / k1 + w2 / k2)


# ---------- two model density points ----------
n1, slope1, n2, slope2 = 0.30, 0.8, 0.01, 2.0
w1, w2 = local_omega(n1, slope1), local_omega(n2, slope2)
k1, k2 = local_k(n1), local_k(n2)


def point_kernel(r, b, kernel=rvv10_kernel):
    return kernel(r**2, w1, b * k1, w2, b * k2)


b_ratio = B_SCAN / B_RVV10
for r in (0.0, 2.0, 9.0, 40.0):
    scaled = b_ratio**3 * point_kernel(r * np.sqrt(b_ratio), B_SCAN)
    assert np.isclose(scaled, point_kernel(r, B_RVV10), rtol=1e-11)
r_far = 1.0e4
for b in B_VALUES:
    # remaining relative error is of order kappa/(omega*r_far^2)
    assert np.isclose(-point_kernel(r_far, b) * r_far**6,
                      rvv10_tail(w1, k1, w2, k2), rtol=1e-5)
    assert np.isclose(-point_kernel(r_far, b, vv10_kernel) * r_far**6,
                      vv10_tail(w1, k1, w2, k2), rtol=1e-5)
r_mid = 1.0e3
for b in B_VALUES:
    loss = 1 + point_kernel(r_mid, b) * r_mid**6 / rvv10_tail(w1, k1, w2, k2)
    assert np.isclose(loss * r_mid**2, b * damping_slope(w1, k1, w2, k2),
                      rtol=1e-3)

print(f"Model point 1: n = {n1} bohr^-3, |grad n|/n = {slope1} bohr^-1")
print(f"Model point 2: n = {n2} bohr^-3, |grad n|/n = {slope2} bohr^-1")
print(f"omega0 at points 1, 2: {w1:.4f}, {w2:.4f} hartree")
print(f"k = kappa/b at points 1, 2: {k1:.4f}, {k2:.4f} a.u.")
for b in B_VALUES:
    print(f"b={b}: damping length sqrt(kappa/omega0) at 1, 2: "
          f"{np.sqrt(b*k1/w1):.3f}, {np.sqrt(b*k2/w2):.3f} bohr")
print(f"Pair tail A6, rVV10: {rvv10_tail(w1, k1, w2, k2):.4f} a.u.; "
      f"VV10: {vv10_tail(w1, k1, w2, k2):.4f} a.u.")
for r in (0.0, 5.0, 10.0, 20.0, 40.0, 100.0):
    ratio = point_kernel(r, B_SCAN) / point_kernel(r, B_RVV10)
    print(f"R = {r:5.1f} bohr: kernel(b=15.7)/kernel(b=6.3) = {ratio:.4f}")

# ---------- constant beta from the uniform electron gas ----------
for b in B_VALUES:
    beta = (3 / b**2)**0.75 / 32
    for n in (0.002, 0.05):
        w, kappa = local_omega(n, 0.0), b * local_k(n)
        integral = quad(lambda r: 4 * np.pi * r**2 * rvv10_kernel(
            r**2, w, kappa, w, kappa), 0, np.inf, epsabs=1e-13)[0]
        assert np.isclose(0.5 * n * integral, -beta, rtol=1e-6)
    print(f"b={b}: beta = {beta:.6f} hartree per electron")

# ---------- ethylene densities ----------
cc_length, ch_length, hcc_angle = 2.52, 2.05, 121.5
hx = cc_length / 2 - ch_length * np.cos(np.radians(hcc_angle))
hy = ch_length * np.sin(np.radians(hcc_angle))
atoms = [("C", (s * cc_length / 2, 0.0, 0.0)) for s in (1, -1)]
atoms += [("H", (s * hx, t * hy, 0.0)) for s in (1, -1) for t in (1, -1)]
mol = gto.M(atom=atoms, unit="Bohr", basis="6-311g**", verbose=0)


def density_matrix(xc):
    mf = dft.RKS(mol)
    mf.xc = xc
    mf.grids.level = 2
    mf.conv_tol = 1e-8
    mf.kernel()
    assert mf.converged
    return mf.make_rdm1()


def sample(dm, n_radial, n_angular):
    """Quadrature points with density, |grad n|/n and weights."""
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = {"C": (n_radial, n_angular), "H": (n_radial, n_angular)}
    grid.prune = None
    grid.build()
    ao = mol.eval_gto("GTOval_sph_deriv1", grid.coords)
    half = ao[0] @ dm
    n = np.sum(half * ao[0], axis=1)
    grad = np.array([2 * np.sum(half * ao[i], axis=1) for i in (1, 2, 3)])
    keep = n > 1e-9
    slope = np.sqrt(np.sum(grad[:, keep]**2, axis=0)) / n[keep]
    return grid.coords[keep], n[keep], slope, grid.weights[keep]


def fields(points, mirror_axes=(), c_par=C_STANDARD):
    """Charges, omega, k; mirror images are folded into the charges."""
    xyz, n, slope, weight = points
    multiplicity = np.ones(len(n))
    for axis in mirror_axes:
        x = xyz[:, axis]
        multiplicity *= np.where(x > 1e-8, 2.0, np.where(x < -1e-8, 0.0, 1.0))
    use = multiplicity > 0
    return dict(xyz=xyz[use], charge=(multiplicity * weight * n)[use],
                w=local_omega(n, slope, c_par)[use], k=local_k(n)[use])


def pair_sum(a, b, integrand):
    total = 0.0
    for start in range(0, len(a["charge"]), 100):
        part = {key: val[start:start + 100] for key, val in a.items()}
        block = integrand(part["xyz"], part["w"][:, None], part["k"][:, None],
                          b["xyz"], b["w"][None, :], b["k"][None, :])
        total += part["charge"] @ (block @ b["charge"])
    return total


def distance2(xyz_a, xyz_b):
    return (np.sum(xyz_a**2, axis=1)[:, None] + np.sum(xyz_b**2, axis=1)[None, :]
            - 2 * xyz_a @ xyz_b.T)


def c6_of(points, tail=rvv10_tail, c_par=C_STANDARD):
    octant = fields(points, (0, 1, 2), c_par)
    return pair_sum(octant, octant,
                    lambda xa, wa, ka, xb, wb, kb: tail(wa, ka, wb, kb))


dm_gga = density_matrix("GGA_X_RPW86,GGA_C_PBE")
points_gga = sample(dm_gga, 24, 86)
mol_b = fields(points_gga)
mol_a = fields(points_gga, (0, 1))
electrons = mol_b["charge"].sum()
assert abs(electrons - mol.nelectron) < 0.05      # coarse pair grid
assert abs(mol_a["charge"].sum() - electrons) < 1e-4

# ---------- tail coefficients from the derived formulas ----------
c6 = c6_of(points_gga)
s_coef = pair_sum(mol_a, mol_b, lambda xa, wa, ka, xb, wb, kb:
                  rvv10_tail(wa, ka, wb, kb) * damping_slope(wa, ka, wb, kb))


def geometry_term(xa, wa, ka, xb, wb, kb):
    dz = xb[:, 2][None, :] - xa[:, 2][:, None]
    return rvv10_tail(wa, ka, wb, kb) * (24 * dz**2 - 3 * distance2(xa, xb))


g_coef = pair_sum(mol_a, mol_b, geometry_term)


# ---------- interaction energies from the full kernel ----------
def interaction(distance, b):
    shifted = dict(mol_b, xyz=mol_b["xyz"] + np.array([0.0, 0.0, distance]))
    return pair_sum(mol_a, shifted, lambda xa, wa, ka, xb, wb, kb:
                    rvv10_kernel(distance2(xa, xb), wa, b * ka, wb, b * kb))


distances = (10.0, 20.0, 40.0, 80.0, 160.0)
energy = {(d, b): interaction(d, b) for d in distances for b in B_VALUES}
print(f"C2H4: C-C {cc_length} bohr, C-H {ch_length} bohr, "
      f"angle H-C-C {hcc_angle} degrees")
print(f"Electrons on the pair grid: {electrons:.4f}")
for d in distances:
    e_small, e_large = energy[d, B_RVV10], energy[d, B_SCAN]
    assert e_small < e_large < 0
    print(f"D = {d:5.0f} bohr: E(b=6.3) = {e_small*1e6:.4e}, "
          f"E(b=15.7) = {e_large*1e6:.4e} microhartree")
    print(f"   -E*D^6: {-e_small*d**6:.2f} (b=6.3), "
          f"{-e_large*d**6:.2f} (b=15.7) hartree bohr^6; "
          f"E ratio {e_large/e_small:.4f}")

print(f"C6 from the b-free tail formula: {c6:.2f} hartree bohr^6")
print(f"G = {g_coef:.1f} hartree bohr^8, S = {s_coef:.1f} hartree bohr^8")
for b in B_VALUES:
    near, far = (-energy[d, b] * d**6 for d in (80.0, 160.0))
    c6_extrapolated = (4 * far - near) / 3        # removes the D^-2 error
    assert np.isclose(c6_extrapolated, c6, rtol=1e-3)
    near8, far8 = (near - c6) * 80.0**2, (far - c6) * 160.0**2
    c8_extrapolated = (4 * far8 - near8) / 3
    c8_formula = g_coef - b * s_coef
    assert abs(c8_extrapolated - c8_formula) < 0.01 * b * s_coef
    print(f"b={b}: C6 extrapolated from E(D): {c6_extrapolated:.2f} "
          f"hartree bohr^6")
    print(f"b={b}: C8 extrapolated {c8_extrapolated:.0f}, "
          f"formula {c8_formula:.0f} hartree bohr^8")

# ---------- what does change C6 ----------
c6_fine = c6_of(sample(dm_gga, 32, 146))
assert np.isclose(c6_fine, c6, rtol=0.02)         # quadrature error of C6
c6_double = c6_of(points_gga, c_par=2 * C_STANDARD)
assert c6_double < 0.9 * c6
c6_vv10 = c6_of(points_gga, tail=vv10_tail)
points_scan = sample(density_matrix("MGGA_X_SCAN,MGGA_C_SCAN"), 24, 86)
c6_scan = c6_of(points_scan)
print(f"C6 on a finer grid: {c6_fine:.2f} hartree bohr^6")
print(f"C6 with C = {2*C_STANDARD:.4f} instead of {C_STANDARD}: "
      f"{c6_double:.2f} hartree bohr^6")
print(f"C6 with the SCAN density: {c6_scan:.2f} hartree bohr^6 "
      f"(change {100*(c6_scan/c6-1):+.2f} percent)")
print(f"C6 with the VV10 tail, same density and C: {c6_vv10:.2f} "
      f"hartree bohr^6")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Model point 1: n = 0.3 bohr^-3, |grad n|/n = 0.8 bohr^-1
Model point 2: n = 0.01 bohr^-3, |grad n|/n = 2.0 bohr^-1
omega0 at points 1, 2: 1.1227, 0.4367 hartree
k = kappa/b at points 1, 2: 2.2090, 1.2532 a.u.
b=6.3: damping length sqrt(kappa/omega0) at 1, 2: 3.521, 4.252 bohr
b=15.7: damping length sqrt(kappa/omega0) at 1, 2: 5.558, 6.712 bohr
Pair tail A6, rVV10: 2.1465 a.u.; VV10: 1.9621 a.u.
R =   0.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.0646
R =   5.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.2650
R =  10.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.5868
R =  20.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.8539
R =  40.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.9594
R = 100.0 bohr: kernel(b=15.7)/kernel(b=6.3) = 0.9933
b=6.3: beta = 0.004505 hartree per electron
b=15.7: beta = 0.001145 hartree per electron
C2H4: C-C 2.52 bohr, C-H 2.05 bohr, angle H-C-C 121.5 degrees
Electrons on the pair grid: 16.0025
D =    10 bohr: E(b=6.3) = -2.3745e+02, E(b=15.7) = -1.1862e+02 microhartree
   -E*D^6: 237.45 (b=6.3), 118.62 (b=15.7) hartree bohr^6; E ratio 0.4995
D =    20 bohr: E(b=6.3) = -4.4515e+00, E(b=15.7) = -3.7245e+00 microhartree
   -E*D^6: 284.89 (b=6.3), 238.37 (b=15.7) hartree bohr^6; E ratio 0.8367
D =    40 bohr: E(b=6.3) = -7.1903e-02, E(b=15.7) = -6.8820e-02 microhartree
   -E*D^6: 294.52 (b=6.3), 281.89 (b=15.7) hartree bohr^6; E ratio 0.9571
D =    80 bohr: E(b=6.3) = -1.1324e-03, E(b=15.7) = -1.1201e-03 microhartree
   -E*D^6: 296.85 (b=6.3), 293.63 (b=15.7) hartree bohr^6; E ratio 0.9892
D =   160 bohr: E(b=6.3) = -1.7728e-05, E(b=15.7) = -1.7680e-05 microhartree
   -E*D^6: 297.43 (b=6.3), 296.62 (b=15.7) hartree bohr^6; E ratio 0.9973
C6 from the b-free tail formula: 297.62 hartree bohr^6
G = 8945.2 hartree bohr^8, S = 2203.3 hartree bohr^8
b=6.3: C6 extrapolated from E(D): 297.62 hartree bohr^6
b=6.3: C8 extrapolated -4936, formula -4936 hartree bohr^8
b=15.7: C6 extrapolated from E(D): 297.61 hartree bohr^6
b=15.7: C8 extrapolated -25647, formula -25647 hartree bohr^8
C6 on a finer grid: 297.65 hartree bohr^6
C6 with C = 0.0186 instead of 0.0093: 187.96 hartree bohr^6
C6 with the SCAN density: 294.57 hartree bohr^6 (change -1.03 percent)
C6 with the VV10 tail, same density and C: 291.26 hartree bohr^6
ALL CHECKS PASSED
```
